# Reduced Matrix Element of a Coupled Product of Two Tensor Operators

The $^3P$ ground term of the oxygen atom has $L=S=1$, and inside a fine-structure level $J$ the matrix elements of the vector $\mathbf L$ equal those of $\mathbf J/2$. The electronic quadrupole moment of the term is quadratic in $\mathbf L$. Substituting $\mathbf L\to\mathbf J/2$ in it predicts $\Theta_{zz}=+0.595\,ea_0^2$ for $J=M=2$ and $+0.099\,ea_0^2$ for $J=M=1$. Direct integration over the same orbitals gives $+0.397$ and $-0.198\,ea_0^2$. All four numbers belong to a model with spherical Hartree–Fock orbitals, which underestimates the scale of the moment by about a fifth; their ratios do not depend on that scale. The first prediction is too large by half of the integrated value and the second has the wrong sign. The cause is that a product of two operators passes through intermediate multiplets other than the initial one. The theorem below gives their weights.

## Conventions

We set $\hbar=1$ and write $N_\pm(j,m)=\sqrt{(j\mp m)(j\pm m+1)}$. A multiplet is a set of vectors with $J_z|jm\rangle=m|jm\rangle$ and $J_\pm|jm\rangle=N_\pm(j,m)|j\,m{\pm}1\rangle$. The state space has an orthonormal basis of multiplets $|\gamma jm\rangle$, where $\gamma$ separates multiplets of equal $j$. A tensor operator of rank $k$, integer or half-integer, is a set $T_q$, $q=k,\dots,-k$, with
$$[J_z,T_q]=qT_q,\qquad [J_\pm,T_q]=N_\pm(k,q)\,T_{q\pm1}.\tag{1}$$
Clebsch–Gordan (CG) coefficients are defined by $|(j_1j_2)JM\rangle=\sum\langle j_1m_1j_2m_2|JM\rangle|j_1m_1\rangle|j_2m_2\rangle$. The state $M=J$ is the normalized vector annihilated by $J_+$, with $\langle j_1j_1\,j_2\,J{-}j_1|JJ\rangle>0$, and the others follow by lowering. The ladder factors are real, so the coefficients form a real orthogonal matrix. For two unit angular momenta, with $|m_1m_2\rangle$ and $\bar1=-1$, this construction gives
$$|22\rangle=|11\rangle,\quad |21\rangle=\tfrac{|10\rangle+|01\rangle}{\sqrt2},\quad |20\rangle=\tfrac{|1\bar1\rangle+2|00\rangle+|\bar11\rangle}{\sqrt6},$$
$$|11\rangle=\tfrac{|10\rangle-|01\rangle}{\sqrt2},\quad |10\rangle=\tfrac{|1\bar1\rangle-|\bar11\rangle}{\sqrt2},\quad |00\rangle=\tfrac{|1\bar1\rangle-|00\rangle+|\bar11\rangle}{\sqrt3},\tag{2}$$
with $|JM\rangle$ on the left of each equation. The coupled product of tensors $T$ and $U$ of ranks $k_1$ and $k_2$ is
$$X^K_Q=[T\times U]^K_Q=\sum_{q_1q_2}\langle k_1q_1k_2q_2|KQ\rangle\,T_{q_1}U_{q_2}.\tag{3}$$

## Lemmas

**Lemma 1 (overlap).** For two multiplets $|a;jm\rangle$ and $|b;j'm'\rangle$ of the same $\mathbf J$, not necessarily normalized, $\langle a;jm|b;j'm'\rangle=\delta_{jj'}\delta_{mm'}c$ with $c$ independent of $m$.

*Proof.* The ladder relations make both sets eigenvectors of the Hermitian operators $J_z$ and $\mathbf J^2=J_-J_++J_z^2+J_z$, which gives the deltas. Let $J_+$ in $\langle a;j\,m{+}1|J_+|b;jm\rangle$ act to the right and, as $J_-$, to the left: $N_+(j,m)\,c_{m+1}=N_-(j,m{+}1)\,c_m$. The two factors are equal and nonzero for $m<j$, so $c_{m+1}=c_m$. ∎

**Lemma 2 (exchange).** $\langle j_1m_1j_2m_2|JM\rangle=(-1)^{j_1+j_2-J}\langle j_2m_2j_1m_1|JM\rangle$.

*Proof.* Both sides define a normalized real multiplet $J$ in the same product space, where each $J$ occurs once, so by Lemma 1 they differ by a sign independent of $M$. At $M=J$ let $a_{m_1}=\langle j_1m_1\,j_2\,J{-}m_1|JJ\rangle$. The component of $J_+|JJ\rangle=0$ along $|j_1\,m_1{+}1\rangle|j_2\,J{-}m_1\rangle$ is
$$a_{m_1}N_+(j_1,m_1)+a_{m_1+1}N_+(j_2,J{-}m_1{-}1)=0,\tag{4}$$
so the $a_{m_1}$ alternate in sign. The order $(j_1j_2)$ makes the coefficient at $m_1=j_1$ positive. The order $(j_2j_1)$ makes the one at $m_2=j_2$, that is $m_1=J-j_2$, positive. These lie $j_1+j_2-J$ steps apart. ∎

**Lemma 3 (Wigner–Eckart theorem; rank of the product).** (a) There is a number $\langle\gamma j\|T\|\gamma'j'\rangle$, independent of $m,q,m'$, such that
$$\langle\gamma jm|T_q|\gamma'j'm'\rangle=(-1)^{2k}\langle j'm'kq|jm\rangle\frac{\langle\gamma j\|T\|\gamma'j'\rangle}{\sqrt{2j+1}}.\tag{5}$$
(b) $X^K$ is a tensor of rank $K$.

*Proof.* (a) From $J_\pm T_q|j'm'\rangle=[J_\pm,T_q]|j'm'\rangle+T_qJ_\pm|j'm'\rangle$ and (1), and likewise for $J_z$, the operators $\mathbf J$ act on the vectors $T_q|\gamma'j'm'\rangle$ with the same coefficients as on product states $|j'm'\rangle|kq\rangle$. Hence $|\Phi_{JM}\rangle=\sum\langle j'm'kq|JM\rangle T_q|\gamma'j'm'\rangle$ is a multiplet. Orthogonality of the CG matrix inverts this: $T_q|\gamma'j'm'\rangle=\sum_{JM}\langle j'm'kq|JM\rangle|\Phi_{JM}\rangle$. Projection on $\langle\gamma jm|$ with Lemma 1 leaves $\langle j'm'kq|jm\rangle\,c$, and (5) names the constant $c$. If $j'$ and $k$ cannot couple to $j$, both sides of (5) vanish for any value of the reduced element, and we set it to zero. (b) The identity $[J_\pm,T_{q_1}U_{q_2}]=[J_\pm,T_{q_1}]U_{q_2}+T_{q_1}[J_\pm,U_{q_2}]$ shows that commutation with $\mathbf J$ acts on $T_{q_1}U_{q_2}$ with the coefficients of $\mathbf J$ on $|k_1q_1\rangle|k_2q_2\rangle$. The CG combination (3) therefore obeys (1) with rank $K$. The order of $T$ and $U$ was never changed. ∎

The factor $(-1)^{2k}$ makes (5) agree with the 3j form $(-1)^{j-m}\begin{pmatrix}j&k&j'\\-m&q&m'\end{pmatrix}\langle j\|T\|j'\rangle$; the program tests this on five triples, and nothing below uses it.

Three angular momenta can be coupled in two orders. By Lemma 1 the overlap of the two coupled states is diagonal in $J$ and independent of $M$, and it defines the 6j symbol:
$$\langle((j_1j_2)j_{12}\,j_3)JM|(j_1(j_2j_3)j_{23})JM\rangle=(-1)^{j_1+j_2+j_3+J}\sqrt{(2j_{12}+1)(2j_{23}+1)}\begin{Bmatrix}j_1&j_2&j_{12}\\ j_3&J&j_{23}\end{Bmatrix}.\tag{6}$$
In running text the symbol is written $\{j_1\,j_2\,j_{12};j_3\,J\,j_{23}\}$. It is set to zero when one of the four couplings is impossible.

**Lemma 4 (contraction of three CG coefficients).**
$$S\equiv\sum_{q_1q_2m''}\langle k_1q_1k_2q_2|KQ\rangle\langle j'm'k_2q_2|j''m''\rangle\langle j''m''k_1q_1|jm\rangle$$
$$=(-1)^{K+j+j'}\sqrt{(2j''+1)(2K+1)}\begin{Bmatrix}k_1&k_2&K\\ j'&j&j''\end{Bmatrix}\langle j'm'KQ|jm\rangle.\tag{7}$$

*Proof.* Apply Lemma 2 to the second and third coefficients. The signs are $(-1)^{j'+k_2-j''}$ and $(-1)^{j''+k_1-j}$, with product $(-1)^{j'+k_1+k_2-j}$. The sum $\sum_{m''}\langle k_2q_2j'm'|j''m''\rangle\langle k_1q_1j''m''|jm\rangle$ is the component of $|(k_1(k_2j')j'')jm\rangle$ along $|k_1q_1\rangle|k_2q_2\rangle|j'm'\rangle$. The first coefficient then combines $q_1,q_2$ into $|(k_1k_2)KQ\rangle$, so $S$ is that sign times the overlap of $|(k_1k_2)KQ\rangle|j'm'\rangle$ with $|(k_1(k_2j')j'')jm\rangle$. Expand
$$|(k_1k_2)KQ\rangle|j'm'\rangle=\sum_{JM}\langle KQ\,j'm'|JM\rangle\,|((k_1k_2)K\,j')JM\rangle.$$
Lemma 1 keeps $J=j$, $M=m$, and (6) gives the overlap with sign $(-1)^{k_1+k_2+j'+j}$. Lemma 2 gives $\langle KQ\,j'm'|jm\rangle=(-1)^{K+j'-j}\langle j'm'KQ|jm\rangle$. The three exponents add to $2k_1+2k_2+K+3j'-j$, which exceeds $K+j+j'$ by $2(k_1+k_2+j'-j)$. This is even, because $k_1,k_2,j'$ couple to $j$ and so $k_1+k_2+j'-j$ is an integer. If $K$ and $j'$ cannot couple to $j$, the expansion has no term $J=j$ and both sides vanish. ∎

## The theorem

**Theorem.** Let $T$ and $U$ be tensors of ranks $k_1,k_2$ under the same $\mathbf J$, acting on one space with a complete orthonormal set of multiplets, let $T_{q_1}$, $T_{q_1}^\dagger$ and $U_{q_2}$ be defined on its vectors, and let $T_{q_1}U_{q_2}|\gamma'j'm'\rangle$ be defined. The condition on $T_{q_1}^\dagger$ matters only for unbounded operators, where it permits the insertion of the complete set. $T$ and $U$ need not commute. Then for $K=|k_1-k_2|,\dots,k_1+k_2$
$$\langle\gamma j\|X^K\|\gamma'j'\rangle=(-1)^{K+j+j'}\sqrt{2K+1}\sum_{\gamma''j''}\begin{Bmatrix}k_1&k_2&K\\ j'&j&j''\end{Bmatrix}\langle\gamma j\|T\|\gamma''j''\rangle\langle\gamma''j''\|U\|\gamma'j'\rangle.\tag{8}$$

*Proof.* Insert $1=\sum|\gamma''j''m''\rangle\langle\gamma''j''m''|$ between $T_{q_1}$ and $U_{q_2}$ in (3) and apply (5) to each factor:
$$\langle\gamma jm|X^K_Q|\gamma'j'm'\rangle=\sum_{\gamma''j''}(-1)^{2k_1+2k_2}\frac{\langle\gamma j\|T\|\gamma''j''\rangle}{\sqrt{2j+1}}\frac{\langle\gamma''j''\|U\|\gamma'j'\rangle}{\sqrt{2j''+1}}\;S.$$
By Lemma 3(b) the left side is $(-1)^{2K}\langle j'm'KQ|jm\rangle\langle\gamma j\|X^K\|\gamma'j'\rangle/\sqrt{2j+1}$. Insert (7) on the right. The factor $\sqrt{2j''+1}$ cancels within each term. The factors $\langle j'm'KQ|jm\rangle/\sqrt{2j+1}$ cancel between the sides, for any $m',Q,m$ where the coefficient is nonzero. If $j'$ and $K$ cannot couple to $j$, there is no such coefficient, but then both sides of (8) are zero, the left by convention and the right through the 6j symbol. The signs $(-1)^{2K}$ and $(-1)^{2k_1+2k_2}$ are equal because $k_1+k_2-K$ is an integer. ∎

*Remark 1 (completeness).* The 6j symbol restricts $j''$ to values that couple with $k_2$ and $j'$, and with $k_1$ and $j$, but it puts no limit on $\gamma''$; continuum labels are integrated. If the sum is cut to a subspace with projector $P$, equation (8) returns the reduced element of $[TP\times U]^K$ in place of $X^K$. The cut loses nothing when $U$ maps the initial multiplet into the subspace.

*Remark 2 (order).* Lemma 2 gives $[T\times U]^K_Q-(-1)^{k_1+k_2-K}[U\times T]^K_Q=\sum\langle k_1q_1k_2q_2|KQ\rangle[T_{q_1},U_{q_2}]$. For $T=U$ of rank $k$ with commuting components and $2k-K$ odd the left side is $2X^K_Q$ and the right side is zero, so $X^K=0$.

*Remark 3 (numerical check).* The program builds random tensors from (1) alone, for eight rank pairs with integer and half-integer ranks, on seven multiplets with repeated $j$. Equation (8) reproduces the 332 nonzero reduced elements of the explicit products with largest absolute deviation $3.6\times10^{-15}$. Keeping only the initial multiplet as the intermediate one misses diagonal elements by up to $11.4$ on the same scale.

## The product of J with itself

The components $J_{+1}=-J_+/\sqrt2$, $J_0=J_z$, $J_{-1}=J_-/\sqrt2$ obey (1) with $k=1$: for instance $[J_+,J_0]=-J_+=\sqrt2J_{+1}$ and $[J_+,J_{-1}]=2J_z/\sqrt2=\sqrt2J_0$, and the $J_-$ relations are their adjoints.

**Lemma 5.** $\langle\gamma j\|J\|\gamma'j'\rangle=\delta_{\gamma\gamma'}\delta_{jj'}\sqrt{j(j+1)(2j+1)}$, and for $j>0$
$$\langle jm11|j\,m{+}1\rangle=-\sqrt{\frac{(j-m)(j+m+1)}{2j(j+1)}}.$$

*Proof.* $\mathbf J$ maps each multiplet into itself, which gives the deltas, and it vanishes for $j=0$. For $j>0$ write $|jj\rangle=a|jj\rangle|10\rangle+b|j\,j{-}1\rangle|11\rangle$. Equation (4) reads $b\sqrt{2j}+a\sqrt2=0$, so $b=-a/\sqrt j$, and normalization with $a>0$ gives $a=\sqrt{j/(j+1)}$. Equation (5) for $J_0$ at $m=j$ is $j=a\langle j\|J\|j\rangle/\sqrt{2j+1}$, the first claim. Equation (5) for $J_{+1}$ is $-N_+(j,m)/\sqrt2=\langle jm11|j\,m{+}1\rangle\sqrt{j(j+1)}$, the second. ∎

**Lemma 6.** For any $m$ at which the denominator is nonzero,
$$\begin{Bmatrix}1&1&2\\ j'&j&j''\end{Bmatrix}=(-1)^{j+j'}\frac{\langle j'\,m{-}2\,11|j''\,m{-}1\rangle\langle j''\,m{-}1\,11|jm\rangle}{\sqrt{5(2j''+1)}\,\langle j'\,m{-}2\,22|jm\rangle},\tag{9}$$
and for $j\ge1$
$$\begin{Bmatrix}1&1&2\\ j&j&j\end{Bmatrix}=(-1)^{2j}\sqrt{\frac{(2j-1)(2j+3)}{30\,j(j+1)(2j+1)}}.\tag{10}$$

*Proof.* In (7) with $k_1=k_2=1$, $K=Q=2$ the sum has the single term $q_1=q_2=1$, $m''=m-1$, with $\langle1111|22\rangle=1$; solving for the symbol gives (9). For (10) take $m=j$. Lemma 5 gives $\langle j\,j{-}2\,11|j\,j{-}1\rangle=-\sqrt{(2j-1)/(j(j+1))}$ and $\langle j\,j{-}1\,11|jj\rangle=-1/\sqrt{j+1}$, with product $\sqrt{2j-1}/((j+1)\sqrt j)$. For the denominator write $|jj\rangle=a|jj\rangle|20\rangle+b|j\,j{-}1\rangle|21\rangle+c|j\,j{-}2\rangle|22\rangle$. Equation (4) gives $b\sqrt{2j}+a\sqrt6=0$ and $c\sqrt{2(2j-1)}+2b=0$. Then $a^2=b^2j/3$ and $c^2=2b^2/(2j-1)$, and normalization reads
$$1=b^2\,\frac{j(2j-1)+3(2j-1)+6}{3(2j-1)}=b^2\,\frac{(j+1)(2j+3)}{3(2j-1)},$$
since the numerator is $2j^2+5j+3$. With $a>0$, hence $b<0$ and $c>0$,
$$c=\sqrt{\frac{6}{(j+1)(2j+3)}},\qquad a=\sqrt{\frac{j(2j-1)}{(j+1)(2j+3)}}.\tag{11}$$
Dividing the product by $\sqrt{5(2j+1)}\,c$ gives the root in (10). ∎

**Corollary.** $[J\times J]^2$ has no elements between different multiplets, and
$$\langle j\|[J\times J]^2\|j\rangle=\sqrt{\tfrac16\,j(j+1)(2j-1)(2j+1)(2j+3)}.\tag{12}$$

*Proof.* By Lemma 5 the sum (8) has the one term $\gamma''j''=\gamma j=\gamma'j'$. It equals $(-1)^{2+2j}\sqrt5\,\{1\,1\,2;j\,j\,j\}\,j(j+1)(2j+1)$. The sign of (10) cancels the prefactor, and the square of the result is $\frac5{30}(2j-1)(2j+3)\,j(j+1)(2j+1)$. For $j<1$ the coupling of $j$ and 2 to $j$ is impossible and (12) also vanishes. ∎

*Remark 4 (second route and other ranks).* Since $J_{+1}J_{-1}+J_{-1}J_{+1}=-\frac12(J_+J_-+J_-J_+)=-(\mathbf J^2-J_z^2)$ and $J_{+1}J_{-1}-J_{-1}J_{+1}=-\frac12[J_+,J_-]=-J_z$, the coefficients (2) give
$$[J\times J]^2_0=\frac{3J_z^2-\mathbf J^2}{\sqrt6},\qquad [J\times J]^1_0=-\frac{J_z}{\sqrt2},\qquad [J\times J]^0_0=-\frac{\mathbf J^2}{\sqrt3}.$$
At $m=j$ the first has the value $j(2j-1)/\sqrt6$. By (5) the reduced element is this value times $\sqrt{2j+1}/a$ with $a$ from (11), whose square is $j(2j-1)(2j+1)(j+1)(2j+3)/6$, in agreement with (12). A classical vector of length $j$ along $z$ would give $2j^2/\sqrt6$; the ratio $1-1/(2j)$ tends to one for large $j$ and is zero for $j=\frac12$. The rank-1 product is half the commutator sum in Remark 2, whose left side is $2X^1_Q$ for $T=U$. For $j=2$ the reduced elements of ranks 0, 1, 2 are $-6\sqrt{5/3}=-7.745967$, $-5.477226/\sqrt2=-3.872983$ and $\sqrt{105}=10.246951$. The program tests all three ranks against explicit matrices for $j=\frac12,\dots,6$.

## Example: the quadrupole moment of oxygen

Let $C^k_q=\sqrt{4\pi/(2k+1)}\,Y_{kq}$, so that $C^1_0=\cos\theta$, $C^1_{\pm1}=\mp\sin\theta\,e^{\pm i\varphi}/\sqrt2$ and $C^2_0=(3\cos^2\theta-1)/2$. With the nucleus at the origin the quadrupole tensor is $\Theta_q=-e\sum_ir_i^2C^2_q(i)$ and $\Theta_{zz}=\Theta_0$. One further CG set is needed. For $|11\rangle=a|22\rangle|1\bar1\rangle+b|21\rangle|10\rangle+c|20\rangle|11\rangle$, equation (4) gives $2b+\sqrt2a=0$ and $\sqrt6c+\sqrt2b=0$, so $a=\sqrt{3/5}$, $b=-\sqrt{3/10}$, $c=1/\sqrt{10}$. Lowering once gives $\langle2010|10\rangle=(\sqrt6b+\sqrt2c)/\sqrt2=-\sqrt{2/5}$. Equation (9) with (2) and (11) then yields
$$\{1\,1\,2;1\,1\,0\}=\frac{1/\sqrt3}{\sqrt5\sqrt{3/5}}=\frac13,\quad \{1\,1\,2;1\,1\,2\}=\frac{1/\sqrt{60}}{5\sqrt{3/5}}=\frac1{30},\quad \{1\,1\,2;2\,2\,1\}=\frac{1/\sqrt{10}}{\sqrt{15}\sqrt{2/7}}=\sqrt{\frac7{300}},$$
and (10) gives $\{1\,1\,2;1\,1\,1\}=\frac16$ and $\{1\,1\,2;2\,2\,2\}=\sqrt{7/300}=0.152753$.

*One p electron.* From (2), $[C^1\times C^1]^2_0=(2\cos^2\theta-\sin^2\theta)/\sqrt6=\sqrt{2/3}\,C^2_0$, and (1) extends the equality to all $q$. The integrals are $\langle10|\cos\theta|00\rangle=1/\sqrt3$ and $\langle20|\cos\theta|10\rangle=\frac{\sqrt{15}}2\int_{-1}^1P_2(x)x^2dx=2/\sqrt{15}$, while $\langle1\|C^1\|1\rangle=0$ by parity. Dividing by the CG coefficients $1$, $-1/\sqrt3$, $\sqrt{2/3}$, $-\sqrt{2/5}$ as in (5) gives $\langle1\|C^1\|0\rangle=1$, $\langle0\|C^1\|1\rangle=-1$, $\langle2\|C^1\|1\rangle=\sqrt2$, $\langle1\|C^1\|2\rangle=-\sqrt2$. The theorem gives
$$\langle1\|[C^1\times C^1]^2\|1\rangle=\sqrt5\left[\tfrac13(-1)+\tfrac1{30}(-2)\right]=-0.745356-0.149071=-0.894427,$$
so $\langle1\|C^2\|1\rangle=-0.894427/\sqrt{2/3}=-1.095445=-\sqrt{6/5}$, equal to the value from quadrature. Here the whole result comes from intermediate multiplets with $l''\ne l$.

*The term.* The model is the single configuration $1s^22s^22p^4$ in pure $LS$ coupling with one radial function for the three $2p$ orbitals. For $M_S=1$ the spin-up $2p$ shell is full and one spin-down electron occupies $2p_i$, giving three determinants $D_i$. For a one-electron spatial operator the Slater–Condon rules give $\langle D_i|\sum f|D_j\rangle=\delta_{ij}F+f_{ij}$, with $F$ the sum over the orbitals common to all three. For a tensor of rank $k\ge1$, $F=0$: $s$ orbitals contribute nothing by (5), and over the full $p$ shell $F$ is a trace, which vanishes because (1) writes each component as a commutator with an operator acting within the shell. Thus $\mathbf L$ and $\Theta_q$ are those of one $p$ electron. Both commute with $\mathbf S$, so by Lemma 1 in spin space the same matrices hold for the other $M_S$. Two rank-2 tensors on one multiplet are proportional by (5), so $\Theta_q=\theta_L[L\times L]^2_q$ with $\theta_L=-e\langle r^2\rangle\langle1\|C^2\|1\rangle/\sqrt5=\sqrt6\,e\langle r^2\rangle/5$, where $\sqrt5=2.236068$ is (12) at $j=1$.

The orbitals come from CASSCF(4,3) averaged over the three determinants in the aug-cc-pVTZ basis, which is restricted Hartree–Fock for the term with spherical orbitals. The energy is $-74.80360$ hartree and $\langle r^2\rangle_{2p}=1.9834\,a_0^2$. Four digits are carried to display the arithmetic, not as converged values. Larger bases lower $\langle r^2\rangle_{2p}$ to $1.978\,a_0^2$ (aug-cc-pVQZ) and $1.975\,a_0^2$ (near the basis limit, where the energy is about $-74.8094$ hartree), a shift of $0.4\,\%$ in every moment below. The constraint to spherical orbitals matters more. In aug-cc-pVTZ, letting the orbitals relax for $M_L=0$ changes $\Theta_{zz}$ from $-0.79$ to $-0.92\,ea_0^2$, and CCSD gives $-0.96\,ea_0^2$, a value that still depends on the basis ($-1.03$ in aug-cc-pVDZ). Relativity is not estimated. These corrections rescale $\theta_L$ only: in $LS$ coupling the proportionality $\Theta_q=\theta_L[L\times L]^2_q$ and the factors $\alpha_J$ below follow from (5) and (8) for any term with $L=S=1$. Then $\theta_L=1.9834\times1.095445/2.236068=0.9717\,ea_0^2$. With $(3M_L^2-2)/\sqrt6$ this gives $\Theta_{zz}=+0.3967\,ea_0^2$ for $M_L=1$ and $-0.7933\,ea_0^2$ for $M_L=0$. The computed integrals match $\theta_L[L\times L]^2_q$ for all five $q$ within $1.3\times10^{-8}\,ea_0^2$.

*The levels.* The states $|(LS)JM\rangle$ are those of (2), and $\mathbf L$ is a rank-1 tensor under $\mathbf J=\mathbf L+\mathbf S$. Since $L=S$, Lemma 2 makes the squared CG coefficients symmetric in $M_L,M_S$, so $\langle JM|L_z|JM\rangle=M/2$ and $\langle J\|L\|J\rangle=\frac12\langle J\|J\|J\rangle$: $2.738613$ for $J=2$ and $1.224745$ for $J=1$, with squares $\frac{15}2$ and $\frac32$. From (2), $\langle21|L_z|11\rangle=\frac12$ and $\langle10|L_z|00\rangle=2/\sqrt6=0.816497$. Equation (5) then gives
$$\langle2\|L\|1\rangle=\frac{\sqrt5\cdot0.5}{0.707107}=1.581139,\qquad\langle1\|L\|2\rangle=\frac{\sqrt3\cdot0.5}{-\sqrt{3/10}}=-1.581139,$$
$\langle1\|L\|0\rangle=\sqrt3\times0.816497=1.414214$ and $\langle0\|L\|1\rangle=0.816497/(-1/\sqrt3)=-1.414214$. The products through $J''=J\pm1$ are therefore negative, $-\frac52$ and $-2$. The sign $(-1)^{2+2J}$ in (8) is $+1$, and
$$\langle2\|[L\times L]^2\|2\rangle=\sqrt5\sqrt{\tfrac7{300}}\left[-\tfrac52+\tfrac{15}2\right]=-0.853913+2.561738=1.707825,$$
$$\langle1\|[L\times L]^2\|1\rangle=\sqrt5\left[-\tfrac23+\tfrac14-\tfrac1{12}\right]=-1.490712+0.559017-0.186339=-1.118034,$$
with the terms in order of increasing $J''$. Within a level $[L\times L]^2=\alpha_J[J\times J]^2$ by (5), and division by (12) gives $\alpha_2=1.707825/10.246951=\frac16$ and $\alpha_1=-1.118034/2.236068=-\frac12$. The term $J''=J$ alone gives $(\frac12)^2=\frac14$ in both levels. This is the substitution $\mathbf L\to\mathbf J/2$, which is the cut of Remark 1 with $P$ the projector on the level, and $\mathbf L$ does not map the level into itself. The omitted terms have positive 6j symbols and negative products, so they lower both values; for $J=1$ the path through $J''=0$ alone outweighs the diagonal term.

The moments are $\Theta_{zz}(J,M{=}J)=\theta_L\alpha_J\,J(2J-1)/\sqrt6$. For $J=2$, $0.9717\times\frac16\times2.449490=+0.3967\,ea_0^2$, or $+1.78\times10^{-40}$ C m². For $J=1$, $0.9717\times(-\frac12)\times0.408248=-0.1983\,ea_0^2$, or $-8.9\times10^{-41}$ C m². These are values of the spherical-orbital model; scaled to the CCSD value above they become about $+0.48$ and $-0.24\,ea_0^2$. With $\frac14$ in place of $\alpha_J$ one recovers $0.5950$ and $0.0992\,ea_0^2$. The states (2) confirm the full values: $|22\rangle$ is pure $M_L=1$, and $|11\rangle$ has equal weights of $M_L=1$ and $0$, giving $(0.3967-0.7933)/2=-0.1983$.

*Remark 5 (limit of the operator equivalent).* Equation (9) at $m=2$ gives $\{1\,1\,2;0\,2\,1\}=1/\sqrt{15}=0.258199$, so $\langle2\|[L\times L]^2\|0\rangle=\sqrt5\times0.258199\times1.581139\times1.414214=1.290994$, through $J''=1$ alone. The tensor $[J\times J]^2$ has no such element. The replacement $\Theta_q\to\theta_L\alpha_J[J\times J]^2_q$ therefore describes first-order shifts within one level, and it misses the mixing of levels by an external field gradient. This mixing changes the energies from second order on, and it becomes important when the interaction of the gradient with $\Theta_q$ is not small against the fine-structure intervals.

## Computed results

```
random tensors: 332 nonzero reduced elements, max error 3.6e-15
random tensors: max error of one-multiplet truncation 11.401
j, <j||J||j> (hbar), {1 1 2;j j j}, <j||[JxJ]^2||j> matrix, formula (hbar^2)
  0.5  1.224745  +0.000000  0.000000  0.000000
  1.0  2.449490  +0.166667  2.236068  2.236068
  1.5  3.872983  -0.163299  5.477226  5.477226
  2.0  5.477226  +0.152753  10.246951  10.246951
  2.5  7.245688  -0.142539  16.733201  16.733201
j=2: <||[JxJ]^0||> = -7.745967, <||[JxJ]^1||> = -3.872983 hbar^2
p: l''=0 <1||C1||l''>=+1.000000 <l''||C1||1>=-1.000000 6j=+0.333333 term=-0.745356
p: l''=2 <1||C1||l''>=-1.414214 <l''||C1||1>=+1.414214 6j=+0.033333 term=-0.149071
p: <1||[C1xC1]^2||1>=-0.894427, <1||C2||1> theorem -1.095445 quadrature -1.095445
O 3P SA-CASSCF(4,3)/aug-cc-pVTZ energy = -74.80360 hartree
<r^2>_2p = 1.9834 a0^2, theta_L = 0.9717 e a0^2/hbar^2
Theta_zz(M_L=1) = +0.3967, Theta_zz(M_L=0) = -0.7933 e a0^2
max |Theta_q - theta_L [LxL]^2_q| = 1.3e-08 e a0^2
<21|Lz|11> = +0.500000 hbar, <1 1 1 0|2 1> = +0.707107
<10|Lz|00> = +0.816497 hbar, <0 0 1 0|1 0> = +1.000000
<2||L||2> = +2.738613 hbar
<1||L||1> = +1.224745 hbar
<2||L||1> = +1.581139 hbar
<1||L||2> = -1.581139 hbar
<1||L||0> = +1.414214 hbar
<0||L||1> = -1.414214 hbar
J=1 J'=1 J''=0: 6j=+0.333333 term=-1.490712 hbar^2
J=1 J'=1 J''=1: 6j=+0.166667 term=+0.559017 hbar^2
J=1 J'=1 J''=2: 6j=+0.033333 term=-0.186339 hbar^2
<1||[LxL]^2||1> sum -1.118034, explicit matrices -1.118034 hbar^2
J=2 J'=0 J''=1: 6j=+0.258199 term=+1.290994 hbar^2
<2||[LxL]^2||0> sum +1.290994, explicit matrices +1.290994 hbar^2
J=2 J'=1 J''=1: 6j=-0.223607 term=+0.968246 hbar^2
J=2 J'=1 J''=2: 6j=-0.100000 term=+0.968246 hbar^2
<2||[LxL]^2||1> sum +1.936492, explicit matrices +1.936492 hbar^2
J=2 J'=2 J''=1: 6j=+0.152753 term=-0.853913 hbar^2
J=2 J'=2 J''=2: 6j=+0.152753 term=+2.561738 hbar^2
<2||[LxL]^2||2> sum +1.707825, explicit matrices +1.707825 hbar^2
1 e a0^2 = 4.48655e-40 C m^2
J=2: alpha=+0.166667 (J''=J only: +0.250000), <JJ|[JxJ]^2_0|JJ>=2.449490 hbar^2
J=2: theta_J=+0.1619 e a0^2/hbar^2, J''=J only Theta_zz=+0.5950 e a0^2
J=2: Theta_zz(M=J) theorem +0.3967, integrals +0.3967 e a0^2 = +1.780e-40 C m^2
J=1: alpha=-0.500000 (J''=J only: +0.250000), <JJ|[JxJ]^2_0|JJ>=0.408248 hbar^2
J=1: theta_J=-0.4858 e a0^2/hbar^2, J''=J only Theta_zz=+0.0992 e a0^2
J=1: Theta_zz(M=J) theorem -0.1983, integrals -0.1983 e a0^2 = -8.899e-41 C m^2
```
